# Why the xy subband lies lowest at a SrTiO3(001) surface: test program

```python
"""Why the xy subband is lowest at a SrTiO3(001) surface.

Result under test: at in-plane k = 0 each t2g orbital obeys H = t_z K + V.
K is the positive lattice kinetic operator (2 on the diagonal, -1 beside it),
V is a potential common to all orbitals, and t_z is the hopping along z:
weak for xy, strong for xz and yz. Therefore
 (t_strong-t_weak)<K>_xz <= E_xz-E_xy <= (t_strong-t_weak)<K>_xy.
Energies are in eV, lengths in nm, and zero energy is the bulk band minimum.
A surface shift acts only on xz/yz in the outermost Ti layer.
"""
import numpy as np
import sympy as sp
from scipy import constants as sc
from scipy.linalg import eigh_tridiagonal, block_diag
from scipy.optimize import brentq
from scipy.special import ai_zeros

a = 0.39                 # lattice constant, nm
t_strong = 0.35          # eV
t_weak = 0.03            # eV
field = 0.1              # V/nm, equal to 1 MV/cm
n_layers = 60
temperature = 300.0      # K
spin_orbit = 0.02        # eV, prefactor of L.S
vacuum_barrier = 4.0     # eV, rough
h2m = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18    # eV nm^2
eps0 = sc.epsilon_0 / sc.e * 1e-9               # electrons/(V nm)
kT = sc.k * temperature / sc.e
dt = t_strong - t_weak


def levels(t_z, potential, surface_shift=0.0):
    diagonal = 2 * t_z + np.array(potential, dtype=float)
    diagonal[0] += surface_shift
    return eigh_tridiagonal(diagonal, -t_z * np.ones(len(diagonal) - 1))


def mean_K(psi):
    return 2 * np.sum(psi**2) - 2 * np.sum(psi[1:] * psi[:-1])


# Orbital overlaps by quadrature; the Gaussians serve to test symmetry.
axis = np.linspace(-6, 6, 61)
x, y, z = np.meshgrid(axis, axis, axis, indexing="ij")
coords = (x, y, z)
d_orbitals = [f * np.exp(-(x*x + y*y + z*z)) for f in (y*z, x*z, x*y)]
overlap = np.zeros((3, 3, 3))       # d orbital, bond direction, p orbital
for direction in range(3):
    shifted = [coords[i] - (1.5 if i == direction else 0.0) for i in range(3)]
    envelope = np.exp(-sum(s*s for s in shifted))
    for p in range(3):
        for d in range(3):
            overlap[d, direction, p] = np.sum(
                d_orbitals[d] * shifted[p] * envelope)
overlap /= overlap[2, 0, 1]         # d_xy with p_y on an x bond
assert np.max(np.abs(overlap[2, 2])) < 1e-10
assert abs(overlap[1, 2, 0] - 1) < 1e-10

# Bulk p-d bands, in the limit of a remote oxygen level.
oxygen_depth = 2000.0
v_pd = np.sqrt(t_strong * oxygen_depth)


def bulk_pd(k):
    coupling = np.hstack([2j * np.sin(k[i] / 2) * v_pd * overlap[:, i, :]
                          for i in range(3)])
    matrix = np.zeros((12, 12), dtype=complex)
    matrix[:3, 3:] = coupling
    matrix[3:, :3] = coupling.conj().T
    matrix[3:, 3:] = -oxygen_depth * np.eye(9)
    return np.linalg.eigh(matrix)


assert np.max(np.abs(bulk_pd((0, 0, 0))[0][-3:])) < 1e-9
q = 0.7
pd_energy, pd_vector = bulk_pd((0, 0, q))
expected = 2 * t_strong * (1 - np.cos(q))
assert np.allclose(pd_energy[-3:], [0, expected, expected], atol=1e-3)
assert abs(pd_vector[2, -3])**2 > 0.99

# Uniform-field example and the two-sided bound.
layer = np.arange(1, n_layers + 1)
V = field * a * layer
E_xy, psi_xy = levels(t_weak, V)
E_xz, psi_xz = levels(t_strong, V)
K_xy, K_xz = mean_K(psi_xy[:, 0]), mean_K(psi_xz[:, 0])
gap = E_xz[0] - E_xy[0]
assert dt * K_xz <= gap <= dt * K_xy
assert np.all(E_xz > E_xy)
rng = np.random.default_rng(4)
for trial in range(30):
    random_V = rng.uniform(-0.5, 0.5, 12)
    e1, u1 = levels(t_weak, random_V)
    e2, u2 = levels(t_strong, random_V)
    assert np.all(e2 > e1)
    assert dt*mean_K(u2[:, 0]) <= e2[0]-e1[0] <= dt*mean_K(u1[:, 0])

# Derivative with hopping, and the gap as its integral.
step = 1e-5
slope = (levels(t_strong + step, V)[0][0]
         - levels(t_strong - step, V)[0][0]) / (2 * step)
assert abs(slope - K_xz) < 1e-6
nodes, weights = np.polynomial.legendre.leggauss(24)
integral = sum(w * dt / 2 * mean_K(
    levels(t_weak + dt * (s + 1) / 2, V)[1][:, 0])
    for s, w in zip(nodes, weights))
assert abs(integral - gap) < 1e-6

# Continuum estimate: tested in a weak field, then used at the example field.
airy_zero = -ai_zeros(1)[0][0]


def airy_energy(t_z, f):
    return airy_zero * (t_z * (f * a)**2)**(1/3)


weak_field = 0.001
for hopping in (t_weak, t_strong):
    lattice = levels(hopping, weak_field * a * np.arange(1, 201))[0][0]
    assert abs(lattice / airy_energy(hopping, weak_field) - 1) < 0.005


# Explicit p-d chain, with and without oxygen above the first Ti layer.
def pd_chain(apical):
    n = 40
    matrix = np.zeros((2*n + 1, 2*n + 1))
    matrix[:n, :n] = np.diag(field * a * np.arange(1, n + 1))
    matrix[n:, n:] = -oxygen_depth * np.eye(n + 1)
    for j in range(n):
        matrix[j, n+j] = matrix[n+j, j] = -v_pd
        matrix[j, n+j+1] = matrix[n+j+1, j] = v_pd
    if not apical:
        matrix = np.delete(np.delete(matrix, n, axis=0), n, axis=1)
    return np.linalg.eigvalsh(matrix)[-n]


E_missing, psi_missing = levels(t_strong, V, -t_strong)
assert abs(pd_chain(True) - E_xz[0]) < 5e-4
assert abs(pd_chain(False) - E_missing[0]) < 5e-4
gap_missing = E_missing[0] - E_xy[0]
bound_missing = (dt * mean_K(psi_missing[:, 0])
                 - t_strong * psi_missing[0, 0]**2)
assert gap_missing >= bound_missing
critical_shift = brentq(lambda w: levels(t_strong, V, w)[0][0] - E_xy[0],
                        -3 * t_strong, 0)

# In-plane density of states, tested by counting Bloch states.
mass_light = h2m / (t_strong * a**2)
mass_heavy = h2m / (t_weak * a**2)
dos_xy = mass_light / (2 * np.pi * h2m)
dos_xz = np.sqrt(mass_light * mass_heavy) / (2 * np.pi * h2m)
k_grid = (np.arange(1200) + 0.5) * 2 * np.pi / 1200 - np.pi
band = 2 * (1 - np.cos(k_grid))
for t_y, energy, dos in ((t_strong, 0.1, dos_xy), (t_weak, 0.02, dos_xz)):
    filled = np.mean(t_strong*band[:, None] + t_y*band[None, :] < energy)
    assert abs(2 * filled / a**2 / (dos * energy) - 1) < 0.04
xy_below = E_xy[E_xy < E_xz[0]]
onset_density = dos_xy * np.sum(E_xz[0] - xy_below)
crossing = brentq(lambda k: E_xy[0] + 2*t_strong*(1-np.cos(k*a))
                  - E_xz[0] - 2*t_weak*(1-np.cos(k*a)), 0, np.pi / a)


# Screening: Hartree potential with a fixed surface field.
def hartree(eps_r, surface_shift=0.0, size=n_layers):
    total = eps_r * eps0 * field
    potential = field * a * np.arange(1, size + 1)
    for iteration in range(2000):
        e1, u1 = levels(t_weak, potential)
        e2, u2 = levels(t_strong, potential, surface_shift)

        def occupations(mu):
            return (dos_xy * kT * np.logaddexp(0, (mu - e1) / kT),
                    2 * dos_xz * kT * np.logaddexp(0, (mu - e2) / kT))

        mu = brentq(lambda m: sum(np.sum(n) for n in occupations(m)) - total,
                    min(e1[0], e2[0]) - 2, max(e1[-1], e2[-1]) + 2)
        n1, n2 = occupations(mu)
        density = u1**2 @ n1 + u2**2 @ n2
        inner_field = (total - np.cumsum(density)[:-1]) / (eps_r * eps0)
        new = field * a + a * np.concatenate(([0], np.cumsum(inner_field)))
        residual = np.max(np.abs(new - potential))
        if residual < 1e-7:
            break
        potential += 0.03 * (new - potential)
    assert residual < 1e-7
    return e2[0] - e1[0], potential[-1] - potential[0], np.sum(n2) / total


screened = {eps: hartree(eps) for eps in (100, 300)}
screened_missing = {eps: hartree(eps, -t_strong) for eps in (100, 300)}
longer_slab = hartree(300, size=80)
assert all(result[0] > 0 for result in screened.values())

# Spin-orbit coupling; angular momentum is built from its definition.
X, Y, Z = sp.symbols("x y z")
variables = (X, Y, Z)
monomials = (Y*Z, X*Z, X*Y)
angular = []
for i, j in ((1, 2), (2, 0), (0, 1)):
    matrix = np.zeros((3, 3), dtype=complex)
    for column, f in enumerate(monomials):
        image = sp.Poly(sp.expand(variables[i]*sp.diff(f, variables[j])
                        - variables[j]*sp.diff(f, variables[i])), X, Y, Z)
        for row, g in enumerate(monomials):
            matrix[row, column] = -1j * float(image.coeff_monomial(g))
    angular.append(matrix)
spins = [np.array(s, dtype=complex) / 2 for s in
         ([[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]])]
atomic = spin_orbit * sum(np.kron(L, s) for L, s in zip(angular, spins))
atomic_levels = np.linalg.eigvalsh(atomic)
assert np.allclose(atomic_levels, spin_orbit*np.array([-.5]*4 + [1]*2))
n_so = 40


def chain_matrix(t_z):
    return (np.diag(2*t_z + V[:n_so])
            - t_z * (np.eye(n_so, k=1) + np.eye(n_so, k=-1)))


full = np.kron(block_diag(chain_matrix(t_strong), chain_matrix(t_strong),
                          chain_matrix(t_weak)), np.eye(2)).astype(complex)
full += spin_orbit * sum(np.kron(np.kron(L, np.eye(n_so)), s)
                         for L, s in zip(angular, spins))
E_so, psi_so = np.linalg.eigh(full)
xy_weight = np.sum(np.abs(psi_so[4*n_so:])**2, axis=0)
first_xz_so = E_so[np.where(xy_weight < 0.5)[0][0]]
assert xy_weight[0] > 0.9


# Vacuum leakage in the continuum, with a mass change at the surface.
def continuum_level(t_z, barrier):
    h = 0.01
    position = np.arange(-100, 1000) * h + h / 2
    stiffness = np.where(position < 0, h2m, t_z * a**2) / h**2
    bonds = (stiffness[1:] + stiffness[:-1]) / 2
    left = np.concatenate(([stiffness[0]], bonds))
    right = np.concatenate((bonds, [stiffness[-1]]))
    potential = np.where(position < 0, barrier, field * position)
    return eigh_tridiagonal(left + right + potential, -bonds,
                            select="i", select_range=(0, 0))[0][0]


hard = [continuum_level(t, 1e7) for t in (t_weak, t_strong)]
soft = [continuum_level(t, vacuum_barrier) for t in (t_weak, t_strong)]
for value, hopping in zip(hard, (t_weak, t_strong)):
    assert abs(value / airy_energy(hopping, field) - 1) < 0.01
leakage_change = (soft[1] - soft[0]) - (hard[1] - hard[0])


def show(label, value, unit="", digits=1):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("Lattice constant", a, "nm", 2)
show("Strong hopping", t_strong, "eV", 2)
show("Weak hopping", t_weak, "eV", 2)
show("Surface field", field * 10, "MV/cm")
show("Potential step per layer", field * a * 1000, "meV")
show("Light mass", mass_light, "electron masses", 2)
show("Heavy mass", mass_heavy, "electron masses", 2)
show("d_xy overlap along x, relative", overlap[2, 0, 1], digits=2)
show("Largest d_xy overlap along z, relative",
     np.max(np.abs(overlap[2, 2])), digits=2)
for index in range(4):
    show(f"xy level {index + 1}", E_xy[index] * 1000, "meV")
for index in range(2):
    show(f"xz/yz level {index + 1}", E_xz[index] * 1000, "meV")
show("First xz/yz minus first xy", gap * 1000, "meV")
show("Lower bound on gap", dt * K_xz * 1000, "meV")
show("Upper bound on gap", dt * K_xy * 1000, "meV")
show("Mean K in first xy state", K_xy, digits=4)
show("Mean K in first xz/yz state", K_xz, digits=4)
show("Kinetic energy, xy", t_weak * K_xy * 1000, "meV")
show("Kinetic energy, xz/yz", t_strong * K_xz * 1000, "meV")
show("Mean depth, xy", a * np.sum(layer * psi_xy[:, 0]**2), "nm", 2)
show("Mean depth, xz/yz", a * np.sum(layer * psi_xz[:, 0]**2), "nm", 2)
show("First Airy number", airy_zero, digits=4)
show("Airy estimate, xy", airy_energy(t_weak, field) * 1000, "meV")
show("Airy estimate, xz/yz", airy_energy(t_strong, field) * 1000, "meV")
show("Number of xy levels below first xz/yz", len(xy_below), digits=0)
show("In-plane crossing wavevector", crossing, "1/nm", 2)
show("Density at xz/yz onset, fixed ladder", onset_density * 10, "10^13/cm2", 2)
show("Gap without apical oxygen", gap_missing * 1000, "meV")
show("Lower bound without apical oxygen", bound_missing * 1000, "meV")
show("Surface shift that closes gap", critical_shift * 1000, "meV")
for eps in (100, 300):
    tag = f"Hartree, permittivity {eps}"
    show(tag + ", density", eps * eps0 * field * 10, "10^13/cm2", 2)
    show(tag + ", gap", screened[eps][0] * 1000, "meV")
    show(tag + ", band bending", screened[eps][1], "eV", 3)
    show(tag + ", xz+yz share", screened[eps][2] * 100, "%")
    show(tag + ", gap without apical O", screened_missing[eps][0]*1000, "meV")
show("Hartree gap, permittivity 300, 80 layers", longer_slab[0]*1000, "meV")
show("Spin-orbit prefactor", spin_orbit * 1000, "meV")
show("Bulk spin-orbit splitting",
     (atomic_levels[-1] - atomic_levels[0]) * 1000, "meV")
show("Lowest-level shift by spin-orbit", (E_so[0]-E_xy[0])*1000, "meV", 2)
show("xy weight of lowest level", xy_weight[0] * 100, "%")
show("Gap with spin-orbit", (first_xz_so - E_so[0]) * 1000, "meV")
show("Vacuum barrier", vacuum_barrier, "eV")
show("Gap change by vacuum leakage", leakage_change * 1000, "meV")
show("Temperature", temperature, "K", 0)
show("Thermal energy", kT * 1000, "meV")
show("Gap divided by thermal energy", gap / kT, digits=2)
print("checks complete")
```

Printed output:

```
Lattice constant: 0.39 nm
Strong hopping: 0.35 eV
Weak hopping: 0.03 eV
Surface field: 1.0 MV/cm
Potential step per layer: 39.0 meV
Light mass: 0.72 electron masses
Heavy mass: 8.35 electron masses
d_xy overlap along x, relative: 1.00
Largest d_xy overlap along z, relative: 0.00
xy level 1: 80.2 meV
xy level 2: 134.2 meV
xy level 3: 176.6 meV
xy level 4: 216.0 meV
xz/yz level 1: 187.8 meV
xz/yz level 2: 325.9 meV
First xz/yz minus first xy: 107.6 meV
Lower bound on gap: 58.3 meV
Upper bound on gap: 298.1 meV
Mean K in first xy state: 0.9315
Mean K in first xz/yz state: 0.1821
Kinetic energy, xy: 27.9 meV
Kinetic energy, xz/yz: 63.7 meV
Mean depth, xy: 0.52 nm
Mean depth, xz/yz: 1.24 nm
First Airy number: 2.3381
Airy estimate, xy: 83.6 meV
Airy estimate, xz/yz: 189.5 meV
Number of xy levels below first xz/yz: 3
In-plane crossing wavevector: 1.51 1/nm
Density at xz/yz onset, fixed ladder: 5.15 10^13/cm2
Gap without apical oxygen: 22.1 meV
Lower bound without apical oxygen: 11.5 meV
Surface shift that closes gap: -395.6 meV
Hartree, permittivity 100, density: 5.53 10^13/cm2
Hartree, permittivity 100, gap: 69.7 meV
Hartree, permittivity 100, band bending: 0.206 eV
Hartree, permittivity 100, xz+yz share: 44.6 %
Hartree, permittivity 100, gap without apical O: 8.9 meV
Hartree, permittivity 300, density: 16.58 10^13/cm2
Hartree, permittivity 300, gap: 75.6 meV
Hartree, permittivity 300, band bending: 0.227 eV
Hartree, permittivity 300, xz+yz share: 52.0 %
Hartree, permittivity 300, gap without apical O: 9.8 meV
Hartree gap, permittivity 300, 80 layers: 75.7 meV
Spin-orbit prefactor: 20.0 meV
Bulk spin-orbit splitting: 30.0 meV
Lowest-level shift by spin-orbit: -1.02 meV
xy weight of lowest level: 99.3 %
Gap with spin-orbit: 98.6 meV
Vacuum barrier: 4.0 eV
Gap change by vacuum leakage: -11.9 meV
Temperature: 300 K
Thermal energy: 25.9 meV
Gap divided by thermal energy: 4.16
checks complete
```
